# Stabilized jellium: two derivations of its interior potential, and its surface energy

## What goes wrong in plain jellium

Jellium replaces the ions of a simple metal by a uniform positive background. At a density parameter $r_s=2$ bohr, a Kohn–Sham calculation in the local density approximation (LDA) gives it a surface energy of $-0.00055$ Ha/bohr², or $-0.86$ J/m². Cutting the metal in two would release energy, and the metal would cleave by itself.

The bulk is faulty too. Let $\epsilon_J(n)$ be the jellium energy per electron at density $n$. At fixed electron number the pressure is

$$P_J=n^2\,\frac{d\epsilon_J}{dn},$$

which vanishes at one density only in the range considered here, that of $r_s\approx4.19$ bohr. A denser jellium pushes outward, and only the rigidity imposed on the background holds it together.

Stabilized jellium adds a constant potential $C$, felt by electrons inside the background. The result to be derived is

$$C=-\bar n\,\epsilon_J'(\bar n)=\frac{r_s}{3}\frac{d\epsilon_J}{dr_s},\qquad \bar n=\frac{3}{4\pi r_s^3}. \tag{1}$$

The two forms agree because $n\propto r_s^{-3}$ gives $n\,d/dn=-(r_s/3)\,d/dr_s$. Hartree atomic units are used, and potentials are potential energies of an electron, so attraction is negative.

## The metal to be simplified

Ions of valence $z$ sit at sites $\mathbf R$ and act on the valence electrons through a local pseudopotential

$$w(r)=-\frac zr+w_R(r).$$

The repulsive part $w_R$ represents the core, does not depend on density, and vanishes outside the ion's own cell. Ions repel each other as point charges, with energy $W_{II}$. With $V(\mathbf r)=\sum_{\mathbf R}w(|\mathbf r-\mathbf R|)$,

$$E[n]=T_s+E_{xc}+\tfrac12\!\iint\!\frac{n\,n'}{|\mathbf r-\mathbf r'|}+\int Vn+W_{II}.$$

Each cell is approximated by a sphere of radius $r_0=z^{1/3}r_s$, which holds $z$ electrons at density $\bar n$. A neutral sphere with spherical contents has no field outside, so in this approximation the cells do not interact.

The background has density $n_+=\bar n\,\Theta(\mathbf r)$, where $\Theta$ is 1 inside the metal and 0 outside. It contains $N=\int n_+$ charges. The jellium energy is

$$E_J[n]=T_s+E_{xc}+\tfrac12\!\iint\!\frac{(n-n_+)(n'-n_+')}{|\mathbf r-\mathbf r'|}.$$

## First derivation: explicit cell energies

**Subtracting the background.** Let $v_+(\mathbf r)=-\int n_+'/|\mathbf r-\mathbf r'|$ be the background's potential, and $\delta v=V-v_+$. Expanding the last term of $E_J$ gives

$$\tfrac12\!\iint\!\frac{nn'}{|\mathbf r-\mathbf r'|}+\int v_+n+\tfrac12\!\iint\!\frac{n_+n_+'}{|\mathbf r-\mathbf r'|}.$$

Subtracting $E_J$ from $E$ therefore leaves $\int\delta v\,n+W_{II}-\frac12\iint n_+n_+'/|\mathbf r-\mathbf r'|$. Writing $n=(n-n_+)+n_+$ in the first term,

$$E=E_J+\int\delta v\,(n-n_+)+K,$$

$$K=\int\delta v\,n_++W_{II}-\tfrac12\!\iint\!\frac{n_+n_+'}{|\mathbf r-\mathbf r'|}.$$

Since $-\int v_+n_+=\iint n_+n_+'/|\mathbf r-\mathbf r'|$, this constant is

$$K=\int Vn_++\tfrac12\!\iint\!\frac{n_+n_+'}{|\mathbf r-\mathbf r'|}+W_{II},$$

the electrostatic energy of the pseudo-ions in a uniform electron cloud. In the sphere approximation it is a sum over cells, $K=Nf(\bar n)$, with $f$ the cell energy per electron.

**The cell energy.** The cloud inside radius $r$ has charge $zr^3/r_0^3$, and the next shell adds $3zr^2dr/r_0^3$. The cloud's self-repulsion is

$$\int_0^{r_0}\frac1r\,\frac{zr^3}{r_0^3}\,\frac{3zr^2}{r_0^3}\,dr=\frac{3z^2}{5r_0},$$

and its attraction to the point ion is

$$-\int_0^{r_0}\frac zr\,\frac{3zr^2}{r_0^3}\,dr=-\frac{3z^2}{2r_0}.$$

Adding them and dividing by $z$ gives the Madelung energy per electron. The core adds $\bar w_R$:

$$f=\epsilon_M+\bar w_R,\qquad \epsilon_M=-\frac{9z}{10r_0},\qquad \bar w_R=\frac{\bar n}{z}\int w_R\,d^3r.$$

For an empty core, $w_R=z/r$ for $r<r_c$ and zero beyond, so $\bar w_R=2\pi\bar n r_c^2$.

**The mean potential difference.** In its own cell, the background ball has $dv_+/dr=zr/r_0^3$ and $v_+(r_0)=-z/r_0$. Integrating inward,

$$v_+(r)=-\frac{z}{2r_0}\left(3-\frac{r^2}{r_0^2}\right),\qquad \delta v=w+\frac{z}{2r_0}\left(3-\frac{r^2}{r_0^2}\right).$$

Other cells contribute nothing to $\delta v$. The averages over the sphere are $\langle1/r\rangle=3/(2r_0)$ and $\langle r^2\rangle=3r_0^2/5$. Also $\langle w_R\rangle=\bar w_R$, because the cell volume is $\Omega=z/\bar n$. Hence

$$C\equiv\langle\delta v\rangle=-\frac{3z}{2r_0}+\frac{z}{2r_0}\cdot\frac{12}{5}+\bar w_R=-\frac{3z}{10r_0}+\bar w_R. \tag{2}$$

The model replaces $\delta v$ by this average inside the metal, and by zero outside:

$$E_{SJ}[n]=E_J[n]+Nf(\bar n)+C\int\Theta\,(n-n_+)\,d^3r. \tag{3}$$

**Zero pressure.** In the uniform bulk $n=n_+$, and the energy per electron is $\epsilon=\epsilon_J+\epsilon_M+\bar w_R$. Compression keeps $z$ and the core fixed. Then $\epsilon_M\propto n^{1/3}$ and $\bar w_R\propto n$, so $n\,d\epsilon/dn=0$ at $\bar n$ reads

$$\bar n\epsilon_J'(\bar n)+\tfrac13\epsilon_M+\bar w_R=\bar n\epsilon_J'(\bar n)-\frac{3z}{10r_0}+\bar w_R=0.$$

The last two terms are $C$ by equation (2), which proves equation (1). The valence and the core have dropped out: zero pressure demands whatever core repulsion makes their combination right.

## Second derivation: virtual work on a neutral cell

This route evaluates no cell energy. It starts from the neutral metal with uniform electron density $n_+$, and asks what a change of density costs.

**The functional.** Put $n=n_++\delta n$. The electrostatic energy is quadratic in $n$, so its expansion ends at second order:

$$U[n]=U[n_+]+\int\phi_0\,\delta n+\tfrac12\!\iint\!\frac{\delta n\,\delta n'}{|\mathbf r-\mathbf r'|},$$

$$\phi_0(\mathbf r)=V(\mathbf r)+\int\frac{n_+'}{|\mathbf r-\mathbf r'|}d^3r'.$$

Here $\phi_0$ is the potential of the whole neutral reference metal. The quadratic term is the electrostatic energy of jellium. By Gauss's law, $\phi_0$ vanishes outside the neutral spheres. Replacing it inside by its mean $C$, and writing $U[n_+]=Nf$, gives equation (3) again.

**The work of compression.** Let $u(n)=zf(n)$ be the electrostatic energy of one cell. Compress its cloud so that the density rises by $dn$ and the radius shrinks, with $z$ electrons still inside. The first-order change of $u$ is the integral of $\phi_0$ times the change of electron density. That change has two parts:

- throughout the cell, the density rises by $dn$;
- in a thin shell at $r_0$, electrons are removed.

The shell contributes nothing at first order, because its thickness is proportional to $dn$ and $\phi_0(r_0)=0$. What remains is

$$du=dn\int_\Omega\phi_0\,d^3r=\Omega\,C\,dn.$$

Since $u=zf$ and $z/\Omega=n$, this says

$$C=n\,\frac{df}{dn}. \tag{4}$$

**Balance of pressures.** The total pressure is then

$$P=n^2\left(\epsilon_J'+f'\right)=n^2\epsilon_J'+nC.$$

The first term is the pressure of jellium, and the second that of the interior potential. An attractive $C$ supplies a tension $n|C|$ that holds the electron gas together. Setting $P=0$ at $\bar n$ gives equation (1).

## What each derivation assumes

Both routes treat the bulk electrons as uniform. The energy gained when the density adjusts to the ions, which begins at second order in the variation of $\delta v$, is left out. Both also use a core that is local and independent of density. If $w_R$ changed on compression, $\bar w_R$ would no longer be proportional to $n$ in the first derivation, and the second would acquire an extra work term. The pressure would then not reduce to $n^2\epsilon_J'+nC$.

The first derivation uses power laws. It yields the separate values of $\epsilon_M$ and $\bar w_R$, and so the core radius that a given metal needs. That $\epsilon_M/3$ is precisely the Coulomb part of the mean potential appears there as an agreement of two integrals, $-\frac13\cdot\frac9{10}=-\frac3{10}$.

The second derivation explains that agreement. Beyond the shared assumptions above, it needs only neutrality, spherical symmetry and a core that stays inside the cell. It also shows where the identity is vulnerable. On the faces of a polyhedral cell $\phi_0$ need not vanish, and the shell term may survive. The power law $\epsilon_M\propto n^{1/3}$ holds for any lattice that is scaled uniformly, but equation (4) rests on the spheres.

Neither derivation justifies the flat, constant potential at a surface. That is a modelling step. It discards the corrugation of the ionic potential, the differences between crystal faces and the relaxation of surface ions.

## Why the surface energy rises

Take a slab with two faces, each of area $A$. Its surface energy $\sigma$ is defined by $2A\sigma=E_{SJ}[n]-N\epsilon(\bar n)$. The term $Nf$ occurs in both energies and cancels. Define the spill-out per face as

$$s=\frac1{2A}\int\Theta\,(n_+-n)\,d^3r,$$

the number of electrons per area missing from inside the background. Then

$$\sigma_{SJ}=\sigma_J[n_{SJ}]-C\,s_{SJ}, \tag{5}$$

where $\sigma_J[n]$ is the jellium surface functional, $n_{SJ}$ minimizes the stabilized energy and $n_J$ the jellium energy. Write $\sigma_J=\sigma_J[n_J]$.

Since $n_J$ minimizes the jellium functional, $\sigma_J[n_{SJ}]\ge\sigma_J$. Since $n_{SJ}$ minimizes the stabilized one, its energy is no higher than that of the trial density $n_J$, so $\sigma_{SJ}\le\sigma_J-Cs_J$. Together,

$$-C\,s_{SJ}\le\sigma_{SJ}-\sigma_J\le-C\,s_J. \tag{6}$$

If $C$ is negative and the spill-out positive, the surface energy must rise. Electrons that leak out give up the attraction of the interior, and this cost is missing in jellium. The inequality does not say that the rise is large enough to make $\sigma$ positive. That needs numbers.

There is also a good estimate of the rise. Let the strength of the potential vary from 0 to $C$ at fixed $\bar n$. At the minimum, a small change of density does not alter the energy at first order, so only the explicit dependence counts and $d\sigma/dC=-s$. If $s$ varies nearly linearly with the strength, the rise is close to $-C(s_J+s_{SJ})/2$, the middle of the bracket.

## A worked case: $r_s=2$ bohr, $z=3$

These are round parameters. The density is $\bar n=0.02984$ bohr⁻³ and the cell radius $r_0=3^{1/3}\times2=2.884$ bohr. The jellium energy is a near cancellation of kinetic and exchange–correlation energy:

$$\epsilon_J=0.2762-0.2738=0.0024\ \text{Ha}.$$

Its slope is not small, and equation (1) gives $C=-0.1011$ Ha. The cell quantities follow:

$$\epsilon_M=-\frac{27}{10\times2.884}=-0.936\ \text{Ha},$$

$$\bar w_R=C+\frac{9}{10\times2.884}=-0.1011+0.3120=0.211\ \text{Ha}.$$

From $\bar w_R=2\pi\bar nr_c^2$,

$$r_c=\sqrt{\frac{0.2110}{2\pi\times0.02984}}=1.06\ \text{bohr},$$

well inside the cell. An independent test integrates the cell energies numerically, finds $r_c$ from the minimum of the bulk energy and then averages $\delta v$. It returns the same $C$, and does so for other choices of $r_s$ and $z$ as well.

The Kohn–Sham slabs give spill-outs $s_J=0.0129$ and $s_{SJ}=0.0106$ bohr⁻². The interior attraction has pulled some electrons back. Equation (5) becomes

$$\sigma_{SJ}=-0.00044+0.1011\times0.0106=0.00063\ \text{Ha/bohr}^2,$$

or 0.98 J/m². The rise above jellium is 0.00118 Ha/bohr² (0.00119 in better converged slabs), between the bounds 0.00107 and 0.00130 of equation (6). The midpoint estimate, 0.00119, is within one per cent of it. A finer and thicker slab changes $\sigma_{SJ}$ by about 0.2 per cent of its value. This is one check at one density, with grid and thickness changed together. It indicates a numerical error of $\sigma_{SJ}$ below about one per cent here, and says nothing of the error of the LDA or of the model. The jellium value moves by about one per cent under better convergence, from $-0.000549$ to $-0.000555$ Ha/bohr².

## Across the densities

Surface energies in Ha/bohr²:

| $r_s$ (bohr) | $C$ (Ha) | jellium | stabilized |
|---|---|---|---|
| 1.0 | −0.576 | −0.044 | −0.005 |
| 1.5 | −0.218 | −0.0046 | 0.00074 |
| 2.0 | −0.101 | −0.00055 | 0.00063 |
| 3.0 | −0.025 | 0.00014 | 0.00025 |
| 4.0 | −0.002 | 0.000105 | 0.00011 |
| 5.0 | 0.006 | 0.00006 | 0.00006 |

The entries from 1 to 5 bohr carry a numerical uncertainty of about one per cent from grid, slab thickness and quantum-size oscillations, so the last digit can shift by one. Jellium changes sign between $r_s=2$ and 3 bohr. Stabilized jellium is positive at every listed point from 1.5 bohr upward. Near $r_s=4.19$ bohr, where $C=0$, the two models coincide. At 5 bohr $C$ is positive, because jellium there would contract, and stabilization lowers the surface energy slightly, from 0.000063 to 0.000056 Ha/bohr².

At $r_s=1$ bohr the stabilized surface energy is negative again, though about ten times smaller in magnitude than that of jellium. The cure therefore has a limit on the high-density side.

## The limit of very high density

As $r_s\to0$, kinetic and electrostatic energies dominate, and the leading surface energy follows from Thomas–Fermi theory. With Fermi energy $E_F$, $\epsilon_J\to\frac35E_F\propto n^{2/3}$, so equation (1) gives $C=-\frac25E_F$. Put $c=-C/E_F$: this is $\frac25$ for stabilized jellium and 0 for jellium.

**The profile.** Let $\phi$ be the electrostatic potential, zero far outside, and let $y=-\phi/E_F$ and $u=(n/\bar n)^{2/3}$. The chemical potential is zero, because the density vanishes far away. The condition $E_Fu+\phi+C\Theta=0$ then gives $u=y+c\,\Theta$. Poisson's equation, $\phi''=-4\pi(n-n_+)$, becomes

$$y''=u^{3/2}-\Theta,$$

with lengths in units of $\kappa^{-1/2}$ and $\kappa=4\pi\bar n/E_F$. Multiplying by $y'$ and integrating on each side,

$$\text{outside: }\tfrac12y'^2=\tfrac25y^{5/2},\qquad \text{inside: }\tfrac12y'^2=g(u)=\tfrac25u^{5/2}-u+\tfrac35.$$

The constants make the field vanish at $y=0$ and at $u=1$. Both $y$ and $y'$ are continuous at the edge, so the edge value $y_0$ satisfies $\frac25y_0^{5/2}=g(y_0+c)$. The solution is $y_0=0.6$ for jellium and $0.379$ for stabilized jellium.

**The energy.** In units of $\bar nE_F\kappa^{-1/2}$, the surface energy is the integral of

$$\tfrac35(u^{5/2}-\Theta)+\tfrac12y'^2-c\,\Theta(u^{3/2}-1),$$

where $\frac12y'^2$ is the field energy. Neutrality allows $(1-c)(u^{3/2}-\Theta)$ to be subtracted, since it integrates to zero. Inserting the first integrals, the integrand becomes

$$\text{inside: }u^{5/2}-u^{3/2}-u+1=(1-u)(1-u^{3/2}),$$

$$\text{outside: }y^{5/2}-(1-c)\,y^{3/2}.$$

The inside part is positive. The outside part is negative, because $y\le y_0<1-c$. Along the outward distance $\xi$, $y$ falls from $y_0$ to 0, so $d\xi=-dy/(\sqrt{4/5}\,y^{5/4})$, and the outside integral is

$$\frac{\sqrt5}{2}\left[\tfrac49y_0^{9/4}-\tfrac45(1-c)y_0^{5/4}\right].$$

For stabilized jellium this is $-0.1035$. Inside, $|du/d\xi|=\sqrt{2g(u)}$, so the contribution is $\int_{y_0+c}^{1}(1-u)(1-u^{3/2})\,du/\sqrt{2g(u)}$. Numerical quadrature gives $+0.0292$, for a total of $-0.0743$. For jellium the total is $-0.222$. The attraction removes two thirds of the negative value, but not all of it.

The unit scales as $r_s^{-3}\,r_s^{-2}\,r_s^{1/2}=r_s^{-9/2}$. Hence $\sigma\to A\,r_s^{-9/2}$, with $A=-0.0763$ for jellium and $-0.0256$ for stabilized jellium, in Ha bohr$^{5/2}$. The Kohn–Sham values of $\sigma r_s^{9/2}$ approach these limits: from $r_s=0.5$ to 0.2 bohr they go from $-0.060$ to $-0.070$, and from $-0.014$ to $-0.020$. At 0.2 bohr the remaining gap is about $0.006$ Ha bohr$^{5/2}$ in both models, which is 8 per cent of $|A|$ for jellium and 22 per cent of $|A|$ for stabilized jellium.

**Can such a metal exist?** A repulsive core requires $\bar w_R\ge0$. By equation (2), this means

$$\frac{3z^{2/3}}{10\,r_s}\ge|C|\qquad\text{when }C<0.$$

At $r_s=1$ bohr, $z^{2/3}\ge0.576/0.3=1.92$, so $z$ must be at least $1.92^{3/2}\approx2.66$. At 0.5 bohr, where $C=-2.63$ Ha, $z$ must exceed 9. For fixed $z$ the condition fails as $r_s\to0$, since $|C|$ grows as $r_s^{-2}$ and the left side only as $r_s^{-1}$. No repulsive core can then hold the metal at zero pressure. The stabilized surface energy changes sign near $r_s\approx1.25$ bohr, while the condition holds only above $r_s=1.59$, $1.16$ and $0.94$ bohr for $z=1$, 2 and 3. Most of the regime where the cure fails is thus closed to metals of small valence, but not all of it: $z=3$ at $r_s=1$ bohr satisfies the condition, and the model still gives a negative surface energy there. The sign is repaired at the densities in the table from $r_s=1.5$ bohr upward (simple metals at zero pressure lie between about 1.9 and 5.6 bohr), and not at arbitrarily high density. The numerical output gives the values behind these statements.

## Table of computed values

```
example: rs = 2.0 bohr, z = 3
nbar = 0.029842 bohr^-3, r0 = 2.8845 bohr
kinetic energy per electron = 0.27624 Ha
xc energy per electron = -0.27384 Ha
eJ = 0.00240 Ha
C from zero-pressure formula = -0.10106 Ha
C from cell average = -0.10106 Ha
Madelung energy eM = -0.93604 Ha
core repulsion wR = 0.21095 Ha
core radius rc = 1.0607 bohr
C vanishes at rs = 4.185 bohr
sigma jellium = -0.000549 Ha/bohr^2 = -0.855 J/m^2
sigma stabilized = 0.000633 Ha/bohr^2 = 0.986 J/m^2
spill-out jellium = 0.012892, stabilized = 0.010579 bohr^-2
jellium part of stabilized sigma = -0.000436 Ha/bohr^2
potential part -C*s = 0.001069 Ha/bohr^2
bracket for the rise: 0.001069 to 0.001303 Ha/bohr^2
actual rise = 0.001182 Ha/bohr^2
change with finer, thicker slab = -1.5e-06 Ha/bohr^2
rs (bohr), C (Ha), sigma jellium, sigma stabilized (Ha/bohr^2)
 0.2   -17.64295    -97.709932    -27.994085
 0.5    -2.63260     -1.363326     -0.314930
 1.0    -0.57623     -0.044301     -0.004644
 1.5    -0.21843     -0.004593      0.000752
 2.0    -0.10106     -0.000549      0.000633
 3.0    -0.02483      0.000145      0.000248
 4.0    -0.00222      0.000105      0.000110
 5.0     0.00634      0.000063      0.000056
Thomas-Fermi limit: sigma = A * rs^(-9/2), A in Ha bohr^(5/2)
jellium: edge y = 0.6000, reduced sigma = -0.2216, A = -0.07634
  Kohn-Sham sigma*rs^(9/2): -0.06992 (rs=0.2), -0.06025 (rs=0.5)
stabilized: edge y = 0.3788, reduced sigma = -0.0743, A = -0.02560
  Kohn-Sham sigma*rs^(9/2): -0.02003 (rs=0.2), -0.01392 (rs=0.5)
```
